# Why Separately Averaged Green Functions Underestimate Transmission Through a Disordered Interface Site

Q: I model a silicide-silicon contact whose interface sites have one of two energies. I average the retarded Green function over the disorder, do the same for the advanced one, and put both into the Caroli trace. What does that trace describe before any averaging?

A: Take one site of energy $\epsilon$ between a metal lead and a semiconductor lead. Transport is elastic, the bias is small, and interactions enter at most as a mean-field shift of $\epsilon$. The leads broaden the site by $g_L$ and $g_R$, with $g=g_L+g_R$. Constant real shifts from the leads are included in $\epsilon$. Then

$$G=\frac{1}{E-\epsilon+ig/2},\qquad T=\mathrm{Tr}[g_LGg_RG^*]=g_Lg_R|G|^2 .$$

Here $G$ is retarded, $G^*$ is advanced, and $T$ is per spin.

The scattering wave shows what $G$ means. Let both leads be chains with hopping $-h$, joined to the site by $-v_L$ and $-v_R$, and set $E=0$, the band centre, where $e^{ik}=i$. The end of an isolated lead has a Green function $s$ obeying $s=1/(E-h^2s)$. At $E=0$ this gives $s^2=-1/h^2$, with retarded root $s=-i/h$. The left self-energy is $v_L^2s=-iv_L^2/h$, which must equal $-ig_L/2$. So $g_L=2v_L^2/h$, and likewise $g_R=2v_R^2/h$.

Send in a unit wave from the left. The last two left amplitudes are $\psi_{-1}=1+r$ and $\psi_{-2}=-i+ir$; the first two on the right are $\psi_1=t$ and $\psi_2=it$. The Schrödinger equations on sites $-1$, $1$ and $0$ are

$$0=-h(-i+ir)-v_L\psi_0,\qquad 0=-iht-v_R\psi_0,$$
$$0=\epsilon\psi_0-v_L(1+r)-v_Rt .$$

The first two give $r=1+iv_L\psi_0/h$ and $t=iv_R\psi_0/h$. Inserting them in the third,

$$\left(\epsilon-\frac{ig}{2}\right)\psi_0=2v_L\quad\Rightarrow\quad\psi_0=-2v_LG .$$

Since $2v_Lv_R/h=\sqrt{g_Lg_R}$,

$$t=-i\sqrt{g_Lg_R}\,G,\qquad r=1-ig_LG .$$

Thus $|t|^2$ is the Caroli transmission, and $G$ is proportional to a wave amplitude. For energy-independent couplings only $E-\epsilon$ matters, so these forms hold at other energies too.

Q: Now let the site energy be $a$ with probability $1-c$ and $b$ with probability $c$. What goes wrong when I average the two functions separately?

A: For any one site, $G$ and $G^*$ refer to the same site energy. They are correlated, and the measured average keeps that correlation:

$$\langle T\rangle=g_Lg_R\langle|G|^2\rangle,\qquad T_{\rm sep}=g_Lg_R|\langle G\rangle|^2 .$$

The second expression also contains products such as $G_aG_b^*$, in which the electron sees energy $a$ in one factor and $b$ in the other. The transmission of a single site has no such term.

To find the difference, write $\delta G=G-\langle G\rangle$. With $\langle G\rangle=(1-c)G_a+cG_b$,

$$\delta G_a=c(G_a-G_b),\qquad \delta G_b=-(1-c)(G_a-G_b).$$

The cross terms in $\langle|\langle G\rangle+\delta G|^2\rangle$ vanish because $\langle\delta G\rangle=0$. Therefore

$$\langle|G|^2\rangle-|\langle G\rangle|^2=\left[(1-c)c^2+c(1-c)^2\right]|G_a-G_b|^2=c(1-c)|G_a-G_b|^2 .$$

This is a variance, so it cannot be negative. For finite couplings it vanishes only if $c=0$, $c=1$ or $a=b$.

Q: Can you show me with numbers?

A: Measure energies from the Fermi level and take $E=0$, $a=-0.10$ eV, $b=0.15$ eV, $c=0.40$, $g_L=0.20$ eV and $g_R=0.01$ eV. Then $g/2=0.105$ eV and, in eV$^{-1}$,

$$G_a=\frac{1}{0.10+0.105i}=4.756-4.994i,$$
$$G_b=\frac{1}{-0.15+0.105i}=-4.474-3.132i .$$

The real parts have opposite signs, since one level lies below the electron energy and the other above it. They largely cancel in the average:

$$\langle G\rangle=0.6\,G_a+0.4\,G_b=1.064-4.249i .$$

The squared magnitudes do not cancel:

$$\langle|G|^2\rangle=0.6(47.56)+0.4(29.83)=40.47\ \mathrm{eV}^{-2},\qquad |\langle G\rangle|^2=19.19\ \mathrm{eV}^{-2}.$$

Multiplying by $g_Lg_R=0.002$ eV$^2$ gives $\langle T\rangle=0.0809$ and $T_{\rm sep}=0.0384$. Separate averaging retains 47% of the true average. The true value lies between the transmissions of the two configurations, 0.0951 and 0.0597, as an average must; $T_{\rm sep}$ lies below both.

Q: My averaged Green function gives a sensible density of states. How can it be right there and wrong here?

A: The density of states, $-\mathrm{Im}\,G/\pi$, is linear in $G$, so averaging $G$ averages it correctly. Transmission is quadratic. The link between the two shows what the averaged function has acquired.

For one configuration let $D=E-\epsilon+ig/2$. Then

$$i(G-G^*)=i\,\frac{D^*-D}{|D|^2}=i\,\frac{-ig}{|D|^2}=g|G|^2 .$$

The left side is $-2\,\mathrm{Im}\,G$. All the broadening comes from escape into the two leads.

For the averaged function, put $z=E+ig/2$, $m=(1-c)a+cb$ and $m'=ca+(1-c)b$. Adding the two fractions gives

$$\langle G\rangle=\frac{1-c}{z-a}+\frac{c}{z-b}=\frac{z-m'}{(z-a)(z-b)} .$$

Moreover $m+m'=a+b$, and

$$mm'=c(1-c)(a^2+b^2)+[(1-c)^2+c^2]ab=ab+c(1-c)(a-b)^2 .$$

Hence $(z-a)(z-b)=(z-m)(z-m')-c(1-c)(a-b)^2$, and dividing by $z-m'$,

$$\frac{1}{\langle G\rangle}=z-m-S,\qquad S=\frac{c(1-c)(a-b)^2}{z-m'} .$$

The disorder self-energy $S$ has a negative imaginary part. It defines an additional width

$$g_{\rm dis}=-2\,\mathrm{Im}\,S=\frac{c(1-c)(a-b)^2\,g}{(E-m')^2+g^2/4} .$$

Because $-\mathrm{Im}\langle G\rangle=|\langle G\rangle|^2\,\mathrm{Im}(1/\langle G\rangle)$, we have

$$-2\,\mathrm{Im}\langle G\rangle=(g+g_{\rm dis})|\langle G\rangle|^2 .$$

Averaging the one-configuration identity gives $-2\,\mathrm{Im}\langle G\rangle=g\langle|G|^2\rangle$. Equating the two expressions,

$$\frac{T_{\rm sep}}{\langle T\rangle}=\frac{g}{g+g_{\rm dis}} .$$

In the example $m'=0.05$ eV, so

$$g_{\rm dis}=\frac{0.24\times0.0625\times0.21}{0.0025+0.011025}=0.233\ \mathrm{eV},$$

and the ratio is $0.21/0.443=0.474$, as found directly.

Q: A width normally means that electrons escape. Where do they escape to through $g_{\rm dis}$?

A: They leave the mean wave, but there is no third exit: they still go out through the two leads. Using $\langle r\rangle=1-ig_L\langle G\rangle$,

$$|\langle r\rangle|^2=1+2g_L\mathrm{Im}\langle G\rangle+g_L^2|\langle G\rangle|^2
=1-g_L(g_R+g_{\rm dis})|\langle G\rangle|^2 .$$

The last form follows from the expression for $\mathrm{Im}\langle G\rangle$ and $g=g_L+g_R$. Adding $|\langle t\rangle|^2=g_Lg_R|\langle G\rangle|^2$ leaves

$$1-|\langle r\rangle|^2-|\langle t\rangle|^2=g_Lg_{\rm dis}|\langle G\rangle|^2 .$$

The mean wave therefore seems to be absorbed, although each configuration conserves flux. The missing flux is carried by the fluctuating parts $\delta t=-i\sqrt{g_Lg_R}\,\delta G$ and $\delta r=-ig_L\delta G$. From the ratio above, $\langle|\delta G|^2\rangle=(g_{\rm dis}/g)|\langle G\rangle|^2$, so

$$\langle|\delta t|^2\rangle=\frac{g_R}{g}\,g_Lg_{\rm dis}|\langle G\rangle|^2,\qquad
\langle|\delta r|^2\rangle=\frac{g_L}{g}\,g_Lg_{\rm dis}|\langle G\rangle|^2 .$$

The scattered flux divides between the leads in proportion to their couplings. In the example the mean wave reflects 0.068, transmits 0.038 and loses 0.894. Of the loss, 0.851 returns to the metal and 0.043 enters the silicon. That last part is small compared with the incident flux, but it exceeds the transmission of the mean wave.

Q: How do I repair my calculation without giving up the averaged Green function?

A: Add the electrons that are scattered first and then leave to the right. Their share is $g_R/g$, so replace $g_R$ in the trace by $g_R+\Omega$, with $\Omega=g_Rg_{\rm dis}/g$. This is the vertex correction for the single site. It gives

$$g_L\left(g_R+\frac{g_Rg_{\rm dis}}{g}\right)|\langle G\rangle|^2
=g_Lg_R\,\frac{g+g_{\rm dis}}{g}\,|\langle G\rangle|^2=\langle T\rangle .$$

Here $\Omega=0.01\times0.233/0.21=0.0111$ eV, slightly more than $g_R$ itself, and the transmission returns to 0.0809.

Q: A real contact has many sites side by side. Doesn't it respond to the mean wave?

A: Only in part. Consider $N$ independent parallel sites, with amplitudes $t_j$, illuminated by a wave that is uniform along the interface. The amplitude for leaving in transverse mode $n$ is

$$\tau_n=\frac1N\sum_j t_je^{-2\pi inj/N},\qquad \sum_n|\tau_n|^2=\frac1N\sum_j|t_j|^2 .$$

The second relation follows because summing $e^{-2\pi in(j-l)/N}$ over $n$ gives $N$ for $j=l$ and zero otherwise. The mode $n=0$ keeps the transverse momentum, and its amplitude is the mean of $t_j$. The other modes carry the variance.

For 1000 sites in random order, exactly 400 of them with energy $b$, the unchanged mode carries 0.0384 and all the others together carry 0.0426. A wide electrode collects every mode, so its current follows $\langle T\rangle$. The separately averaged trace would suit an experiment that selected electrons of unchanged transverse momentum.

Q: When is the error small, and when is it worst?

A: Substituting $g_{\rm dis}$ into the ratio gives

$$\frac{T_{\rm sep}}{\langle T\rangle}=\left[1+\frac{c(1-c)(a-b)^2}{(E-m')^2+g^2/4}\right]^{-1}.$$

The error is small when $|a-b|$ is small compared with $g$ or with $|E-m'|$: the two values of $G$ then differ little relative to their size. Being many widths away from both levels is not enough. Between two widely separated levels the amplitudes have opposite signs, and averaging can cancel most of them. At fixed disorder and couplings the ratio is lowest at $E=m'$, where it is $g^2/[g^2+4c(1-c)(a-b)^2]$. For our numbers this is 0.424, at 0.05 eV.

A narrow resonance gives a simple limit. Set $E=a$ and let $g\to0$. Since $a-m'=(1-c)(a-b)$, the ratio tends to $[1+c/(1-c)]^{-1}=1-c$. A fraction $1-c$ of the sites is resonant, so the true average carries that fraction once, while the squared mean amplitude carries it twice.

Q: Would integrating over energy remove the error?

A: It reduces it here but does not remove it. With constant couplings, $\int|G|^2dE=2\pi/g$. For the mixed term, close the contour around the upper pole at $E=b+ig/2$:

$$\int\frac{dE}{(E-a+ig/2)(E-b-ig/2)}=\frac{2\pi i}{b-a+ig},$$

whose real part is $2\pi g/[(a-b)^2+g^2]$. Combining the weights $(1-c)^2+c^2=1-2c(1-c)$ and $2c(1-c)$,

$$\frac{\int T_{\rm sep}\,dE}{\int\langle T\rangle\,dE}=1-\frac{2c(1-c)(a-b)^2}{(a-b)^2+g^2}=0.719 .$$

This applies to an energy window much wider than the levels' separation and width. A thermal window at 300 K, with $k_BT=0.026$ eV, is about 0.09 eV wide at half height, which is narrower than either. Weighting with the derivative of the Fermi function at fixed couplings gives $\langle T\rangle=0.086$ and a ratio of 0.51.

Q: Is separate averaging then always a lower bound?

A: It is when the couplings do not vary between configurations, even for many coupled sites. With coupling matrices $\gamma_L$ and $\gamma_R$, the terms linear in $\delta G$ again average to zero, leaving

$$\langle T\rangle-T_{\rm sep}=\left\langle\mathrm{Tr}[\gamma_L\,\delta G\,\gamma_R\,\delta G^\dagger]\right\rangle
=\left\langle\left\|\gamma_L^{1/2}\,\delta G\,\gamma_R^{1/2}\right\|^2\right\rangle\ge0 ,$$

where the norm squared is the sum of the squared magnitudes of all elements.

If the couplings vary and are also averaged separately, the sign can reverse. Let a site at $E=\epsilon=0$ have $(g_L,g_R)=(0.20,0.02)$ eV or $(0.02,0.20)$ eV with equal probability. Both cases have $g=0.22$ eV, hence the same $G=-i/(0.11\ \mathrm{eV})$ and the same $T=0.004/0.0121=0.33$. Averaging each coupling first gives $0.11^2/0.0121=1.00$, three times too much. Here the lost correlation is between $g_L$ and $g_R$.

Q: What would this do to the contact resistivity I report?

A: For $n_s$ independent sites per area, with two spins, $\rho_c=h/(2e^2n_s\langle T\rangle)$. I take $n_s=10^{13}$ cm$^{-2}$, below the $2.8\times10^{13}$ cm$^{-2}$ channels per spin that the silicon offers at the doping used below. The true average gives $1.6\times10^{-8}\ \Omega\,$cm$^2$; separate averaging gives $3.4\times10^{-8}\ \Omega\,$cm$^2$. The resistivity is overestimated by a factor of 2.1 with all parameters held fixed. If you fitted $g_R$ to a measured resistivity instead, the error would pass into the fitted coupling.

Q: How close is this to a real nickel silicide contact?

A: The regime is that of nickel silicide on n-type silicon doped to $10^{20}$ cm$^{-3}$, with a rough barrier of 0.65 eV. Good contacts of this class reach roughly $10^{-9}$ to $10^{-8}\ \Omega\,$cm$^2$, but with this barrier that range needs higher doping. A WKB sum over the silicon modes of a (100) interface, without interface sites, gives about $3\times10^{-8}$ to $6\times10^{-8}\ \Omega\,$cm$^2$ at $10^{20}$ cm$^{-3}$ (with and without the image potential), and enters the range only at about $2\times10^{20}$ to $5\times10^{20}$ cm$^{-3}$. The result is therefore of a plausible order, somewhat below that direct-tunnelling estimate. The site energies, couplings and site density are chosen, not measured. The assumption that matters most for the size of $\langle T\rangle$ is a single fixed $g_R$, because this coupling contains tunnelling through the depletion layer. If the layer is fully depleted, the barrier is a parabola. The depletion layer is 3.0 nm wide, of which 2.1 nm is forbidden at the Fermi level, and the peak field is 4.7 MV/cm. The WKB factor is 0.011 for a constant light silicon mass, $0.19\,m_e$. Full depletion is rough at this degenerate doping: keeping the electron tail in Poisson's equation widens the forbidden region to about 2.4 nm, lowers this factor by about 30%, to 0.008, and roughly halves the heavy-mass factor. The estimates below keep the parabola. At the interface the electron is 0.65 eV below the band edge, deep in a gap of about 1.1 eV, where its decay need not follow a parabolic band. The tunnelling estimates here leave this out. Dividing $g_R=0.01$ eV by this factor gives a barrier-free coupling of 0.9 eV. This is only an order of magnitude, because the WKB factor has no prefactor: the wave equation gives 0.2 to 1.8 eV, depending on how the site is joined to the silicon. A weaker bond would lower $\langle T\rangle$ nearly in proportion to $g_R$, that is, as the square of the hopping $v_R$. The smooth parabola is itself an average, since the dopants are only about 2 nm apart. Keeping the levels, $g_L$ and the barrier-free coupling fixed, I find the following WKB estimates. Solving the wave equation for the same barriers shifts these transmissions by up to about 30% and the ratios by up to 0.05, depending on how the site is joined to the silicon.

- For the heavy mass, $0.92\,m_e$, $\langle T\rangle$ falls to $3.8\times10^{-4}$ and the ratio is 0.45.
- With an image-force lowering of about 0.24 eV, applied crudely to the whole barrier, $g_R$ rises to 0.06 eV, $\langle T\rangle$ to 0.40 and the ratio to 0.57.

The second estimate overstates the image force, which weakens away from the metal. With the position-dependent image potential added to the parabola, WKB gives $g_R=0.02$ eV, $\langle T\rangle=0.16$ and a ratio of 0.49. Across these cases the transmission changes greatly and the ratio much less, because $g_R$ enters the ratio only through $g$, which the metal dominates.

Q: Which other neglected effects should worry me?

A: The silicon band edge lies only 0.065 eV below the Fermi level. I let $g_R$ vary with energy as the square root of the height above that edge times the WKB factor, and averaged thermally at 300 K. This gives $\langle T\rangle=0.100$ and a ratio of 0.49. The square root is borrowed from a lead without a barrier; taking the energy dependence from the wave equation in the barrier instead gives $\langle T\rangle$ between 0.083 and 0.088 and a ratio of 0.48. The energy dependence of the real lead shift is left out in both cases; including it in the wave-equation case raises $\langle T\rangle$ by about 0.001 and the ratio to about 0.50. For two neighbouring sites with a hopping matrix element of $+0.02$ eV and 20% overlap of their lead couplings, the values are 0.079 per site and 0.47.

Interaction is a sharper limit. In mean field, a small excess of one spin raises the level of the other by $U$ times that excess. At zero temperature the response is set by the density of states per spin at the Fermi level, $\rho=-\mathrm{Im}\,G/\pi$, so the excess grows if $U\rho>1$. The threshold $U=1/\rho$ is then 0.63 eV for energy $a$ and 1.0 eV for $b$, taking these as the levels before any moment forms. Thermal smearing at 300 K lowers the two values to 0.60 and 0.91 eV. If the on-site repulsion of your interface state exceeds this, one spin-independent level is no longer a sound starting point, and neither transmission should be trusted. The numerical output below lists the main values to more digits, except those obtained from the wave equation in the barrier, those for the position-dependent image potential, the direct-tunnelling resistivities, the barrier with the electron tail and the interaction thresholds at 300 K.

## Computed values

```
Site energies a, b: -0.10, 0.15 eV; probability of b: 0.40
Couplings gL, gR, total g: 0.20, 0.01, 0.21 eV
G for energy a: 4.7562-4.9941j 1/eV
G for energy b: -4.4743-3.1320j 1/eV
Averaged G: 1.0640-4.2492j 1/eV
|G|^2 for a, b: 47.562, 29.828 1/eV^2
Average of |G|^2: 40.469 1/eV^2
|averaged G|^2: 19.188 1/eV^2
Transmission for a, b: 0.09512, 0.05966
True average transmission: 0.08094
Separately averaged transmission: 0.03838
Missing (diffuse) transmission: 0.04256
Ratio separate/true: 0.4741
Mean energy m, swapped mean m': 0.000, 0.050 eV
Disorder self-energy: -0.0555-0.1165j eV
Disorder width g_dis: 0.2329 eV
Vertex correction to gR: 0.01109 eV
Transmission with vertex correction: 0.08094
Averaged site density of states: 1.3526 1/eV per spin
Mean-wave reflection: 0.06783
Flux lost by mean wave: 0.89379
Diffuse reflection: 0.85123
Parallel sites: 1000; same-mode T: 0.03838
Parallel sites, other-mode T: 0.04256
Worst energy: 0.050 eV; ratio there: 0.4236
Energy-integrated ratio: 0.7186
Random-coupling case, (gL, gR): [(0.2, 0.02), (0.02, 0.2)] eV, level 0 eV
Random-coupling true, separate T: 0.3306, 1.0000
Site density: 1.0e+13 1/cm2
Silicon channel density: 2.80e+13 1/cm2 per spin
Contact resistivity, true: 1.595e-08 ohm cm2
Contact resistivity, separate: 3.363e-08 ohm cm2
Temperature: 300 K; kT: 0.0259 eV
Doping: 1.0e+20 1/cm3; barrier: 0.65 eV
Relative permittivity: 11.7; masses: 0.19, 0.92 m_e
Fermi level above silicon band edge: 0.0652 eV
Depletion width: 3.04 nm; peak field: 4.70 MV/cm
WKB factor, light mass: 1.113e-02
WKB factor, heavy mass: 5.032e-05
Barrier-free coupling implied by gR: 0.898 eV
Heavy-mass gR: 4.519e-05 eV; true T: 3.823e-04
Heavy-mass ratio: 0.4546
Image-force lowering: 0.241 eV; new gR: 0.0618 eV
Image-force true T: 0.3981; ratio: 0.5669
Thermal, fixed couplings, true T: 0.08614
Thermal, fixed couplings, ratio: 0.5081
Thermal, band edge and tunnelling, true T: 0.09990
Thermal, band edge and tunnelling, ratio: 0.4932
Neighbour hopping: 0.02 eV; lead overlap: 0.20
Two-site true T per site: 0.07912
Two-site ratio: 0.4719
Local-moment threshold U for a, b: 0.629, 1.003 eV
```
